\section*{The Mølmer–Sørensen Gate: Exact Magnus Propagator, Closed Loops and Detuning Condition}

\section{Problem}

Two identical ions, each with levels $|g\rangle$ and $|e\rangle$, share a centre-of-mass vibration of angular frequency $\nu$ and lowering operator $a$. Two equal laser tones illuminate both ions at offsets $\pm\mu$ from the spin resonance. Each tone alone would drive the carrier transition with Rabi frequency $\Omega$, that is, with coupling $\hbar\Omega/2$. In the interaction picture of the free spins and the free vibration,
\begin{equation}
H_{\rm full}=\hbar\Omega\cos(\mu t+\varphi)\sum_{j=1}^{2}\left[\sigma_{+j}\,e^{i\eta(ae^{-i\nu t}+a^\dagger e^{i\nu t})}+{\rm h.c.}\right],
\label{full}
\end{equation}
where $\eta$ is the Lamb-Dicke parameter of one ion in this mode and $\sigma_+=|e\rangle\langle g|$. The cosine is the sum of the two tones, $\frac{\Omega}{2}(e^{-i(\mu t+\varphi)}+e^{i(\mu t+\varphi)})$. Let $\delta=\mu-\nu\neq0$ be the detuning from the sideband and $\Omega_s=\eta\Omega$ the sideband Rabi frequency, at which a single resonant tone makes one ion flop when the mode starts in $n=0$.

(a) Reduce $H_{\rm full}$ to its slow part at first order in $\eta$ and find the propagator. (b) When does the vibration separate from the spins, and does the result depend on temperature? (c) Which $\delta$ takes $|gg\rangle$ to a maximally entangled state at that moment? (d) Evaluate the gate for two calcium-40 ions with $\delta/2\pi=10$ kHz, and size what the model neglects.

\section{The slow Hamiltonian and a scaling estimate}

Expand the exponential in (\ref{full}). The zeroth order is the carrier term $\hbar\Omega\cos(\mu t+\varphi)\sum_j\sigma_{xj}$. It oscillates at $\mu$ and is dropped for $\Omega\ll\mu$. In the first order, $i\eta(\sigma_+-\sigma_-)=i\eta(i\sigma_y)=-\eta\sigma_y$, so
\[
H_1=-\hbar\eta\Omega\cos(\mu t+\varphi)\,S\,(ae^{-i\nu t}+a^\dagger e^{i\nu t}),\qquad S=\sigma_{y1}+\sigma_{y2}.
\]
The slow part of $\cos(\mu t+\varphi)e^{i\nu t}$ is $\frac12e^{-i(\delta t+\varphi)}$; the part at $\mu+\nu$ is dropped. The redefinition $a\to-ae^{-i\varphi}$ preserves $[a,a^\dagger]=1$ and absorbs both the minus sign and $\varphi$. Hence
\begin{equation}
H(t)=\frac{\hbar\Omega_s}{2}\,S\left(a^\dagger e^{-i\delta t}+ae^{i\delta t}\right).
\label{H}
\end{equation}
This is a force on the oscillator whose sign and size are set by $S$, with eigenvalues $s=2,0,0,-2$.

For a first estimate, treat the force as a weak perturbation. In a frame where (\ref{H}) is static, level $n$ has energy $-\hbar\delta n$. The second-order shift divided by $\hbar$ is
\[
\left(\frac{\Omega_ss}{2}\right)^2\left[\frac{n+1}{\delta}+\frac{n}{-\delta}\right]=\frac{\Omega_s^2s^2}{4\delta}.
\]
The two paths, through $n+1$ and $n-1$, have opposite detunings, and $n$ cancels. Between $s^2=4$ and $s^2=0$ the shift differs by $\Omega_s^2/\delta$. The natural time is one beat period, $2\pi/\delta$, so the relative phase is $2\pi\Omega_s^2/\delta^2$. Entanglement needs a phase of order one. Setting it equal to one gives
\begin{equation}
\delta\sim\sqrt{2\pi}\,\Omega_s\approx2.5\,\Omega_s .
\label{estimate}
\end{equation}
For $\delta/2\pi=10$ kHz this suggests $\Omega_s/2\pi\approx4$ kHz. Since $\Omega_s/\delta$ is then not small, the use of perturbation theory has to be justified by the exact solution.

\section{Exact solution}

\subsection{The Magnus series}

Write $U=\exp(M_1+M_2+\dots)$ with
\[
M_1=-\frac{i}{\hbar}\int_0^tH\,dt_1,\qquad
M_2=-\frac{1}{2\hbar^2}\int_0^tdt_1\int_0^{t_1}dt_2\,[H(t_1),H(t_2)] ;
\]
each later term is built from nested commutators of $H$ at three or more times. For the first term define
\begin{equation}
\alpha(t)=-\frac{i\Omega_s}{2}\int_0^te^{-i\delta t_1}dt_1
=-\frac{i\Omega_s}{2}\,\frac{1-e^{-i\delta t}}{i\delta}
=\frac{\Omega_s}{2\delta}\left(e^{-i\delta t}-1\right).
\label{alpha}
\end{equation}
The coefficient of $a$ is $-\frac{i\Omega_s}{2}\int_0^t e^{i\delta t_1}dt_1=-\alpha^*$, so $M_1=S(\alpha a^\dagger-\alpha^*a)$.

For the second term, $[a,a^\dagger]=1$ gives
\begin{align}
[H(t_1),H(t_2)]&=\frac{\hbar^2\Omega_s^2}{4}S^2\left(e^{i\delta(t_1-t_2)}-e^{-i\delta(t_1-t_2)}\right)\nonumber\\
&=\frac{i\hbar^2\Omega_s^2}{2}\,S^2\sin\delta(t_1-t_2).
\label{comm}
\end{align}
This is an operator, not a number, but it contains no $a$, and $S^2$ commutes with $S$. It therefore commutes with $H$ at every time. All nested commutators vanish, and the series ends at $M_2$. Integrating,
\begin{align*}
M_2&=-\frac{i\Omega_s^2}{4}S^2\int_0^tdt_1\int_0^{t_1}dt_2\,\sin\delta(t_1-t_2)\\
&=-\frac{i\Omega_s^2}{4}S^2\int_0^t\frac{1-\cos\delta t_1}{\delta}\,dt_1=-i\Phi S^2 .
\end{align*}
Because $M_1$ and $M_2$ commute, the exponential factorizes:
\begin{equation}
U(t)=e^{S(\alpha a^\dagger-\alpha^*a)}\,e^{-i\Phi S^2},\qquad
\Phi(t)=\frac{\Omega_s^2}{4\delta^2}\left(\delta t-\sin\delta t\right).
\label{U}
\end{equation}

The termination rests on a single conserved spin operator. If the carrier is kept, its commutator with $S$ contains $[\sigma_x,\sigma_y]=2i\sigma_z$, which does not commute with $S$, and the argument fails.

As a test of (\ref{U}), the Schrödinger equation for (\ref{H}) was integrated directly at $\delta=2\Omega_s$, with 45 oscillator levels, all four spin states and initial $n\le15$. The largest difference in any matrix element was $2\times10^{-10}$ at $0.37$ of the beat period and $7\times10^{-10}$ at its end.

\subsection{Closed loops}

By (\ref{alpha}), $\alpha$ runs round a circle of radius $R=\Omega_s/2|\delta|$ through the origin, clockwise for $\delta>0$. The component with eigenvalue $s$ is displaced by $s\alpha$, so the $s=0$ states do not move. All loops close together at
\begin{equation}
T=\frac{2\pi K}{|\delta|},\qquad K=1,2,\dots
\label{T}
\end{equation}
There $\alpha=0$ and $U(T)=e^{-i\Phi(T)S^2}$ acts on the spins alone, whatever the state of the vibration. The phase is
\begin{equation}
|\Phi(T)|=\frac{\Omega_s^2}{4\delta^2}\,2\pi K=\frac{\pi K\Omega_s^2}{2\delta^2}=2K\pi R^2,
\label{PhiT}
\end{equation}
twice the area swept in the $\alpha$ plane.

In the limit $\delta\to0$ at fixed $t$, $\alpha\to-i\Omega_st/2$ grows without returning, while $\delta t-\sin\delta t\approx(\delta t)^3/6$ gives $\Phi\approx\Omega_s^2\delta t^3/24\to0$. On resonance there is displacement but no gate.

\subsection{Temperature}

Before closure the vibration carries information about $S$. Tracing it out multiplies the spin coherence between $s$ and $s'$ by the mean of $e^{(s-s')(\alpha a^\dagger-\alpha^*a)}$. For $\beta=(s-s')\alpha$ write $\beta a^\dagger-\beta^*a=iX$. In a thermal state with mean occupation $\bar n$, $X$ is Gaussian with zero mean and variance $|\beta|^2(2\bar n+1)$, so the factor is
\begin{equation}
\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}=e^{-(s-s')^2x},\qquad x=|\alpha|^2(\bar n+\tfrac12).
\label{thermal}
\end{equation}

Start from $|gg\rangle$. Since $|g\rangle$ overlaps equally with both eigenstates of $\sigma_y$, the weights are $p_{\pm2}=\frac14$ and $p_0=\frac12$. Take $\delta>0$ and compare with the state $e^{-i\pi S^2/8}|gg\rangle$, whose choice is justified below. The fidelity is
\begin{align}
F&=\sum_{s,s'}p_sp_{s'}\,e^{-i(\Phi-\pi/8)(s^2-s'^2)}\,e^{-(s-s')^2x}\nonumber\\
&=\frac38+\frac18e^{-16x}+\frac12e^{-4x}\cos4\!\left(\Phi-\frac\pi8\right).
\label{F}
\end{align}
The first term collects $s=s'$, the second the pair $2,-2$, the third the pairs of $0$ with $\pm2$. Temperature enters through $x$ alone and drops out at closure.

\subsection{The gate condition}

Let $P=\sigma_{y1}\sigma_{y2}$, so that $P^2=1$ and $S^2=2+2P$. Then
\[
U(T)=e^{-2i\Phi}\left(\cos2\Phi-iP\sin2\Phi\right).
\]
From $\sigma_y|g\rangle=-i|e\rangle$ follows $P|gg\rangle=-|ee\rangle$, and
\begin{equation}
U(T)|gg\rangle=e^{-2i\Phi}\left(\cos2\Phi\,|gg\rangle+i\sin2\Phi\,|ee\rangle\right).
\label{state}
\end{equation}
A state $b|gg\rangle+c|ee\rangle$ has concurrence $2|bc|$, here $|\sin4\Phi|$. It equals one if and only if $|\Phi(T)|=(2m+1)\pi/8$ with $m=0,1,\dots$ Inserting (\ref{PhiT}),
\begin{equation}
\boxed{\;|\delta|=2\Omega_s\sqrt{\frac{K}{2m+1}}\;}
\label{gate}
\end{equation}
For $m=0$ this is $|\delta|=2\sqrt K\,\Omega_s$, and for $\delta>0$ the final state is $(|gg\rangle+i|ee\rangle)/\sqrt2$, the target used in (\ref{F}).

From (\ref{T}), the $m=0$ gate lasts $T=\pi\sqrt K/\Omega_s$ and has $R=1/(4\sqrt K)$. At fixed $\Omega_s/2\pi=5$ kHz, $K=1,2,4$ need $\delta/2\pi=10.0$, $14.1$, $20.0$ kHz and take $100$, $141$, $200$ $\mu$s. The largest value of $4x$ is $16R^2(\bar n+\frac12)=(\bar n+\frac12)/K$. For $K\gg\bar n+\frac12$ the spins thus stay nearly unentangled with the motion throughout, at the price of a slower gate.

\section{Two calcium ions}

Take rough typical values: mass 40 u, light of 729 nm along the trap axis, and $\nu/2\pi=1200$ kHz. The zero-point length of one ion is $x_0=\sqrt{\hbar/2m_{\rm ion}\nu}=10.26$ nm. Each ion has amplitude $1/\sqrt2$ in the centre-of-mass mode, so
\[
\eta=\frac{2\pi}{729\ {\rm nm}}\,\frac{10.26\ {\rm nm}}{\sqrt2}=0.0625 .
\]
With $K=1$, $m=0$ and $\delta/2\pi=10$ kHz, condition (\ref{gate}) gives $\Omega_s/2\pi=5.0$ kHz, hence $\Omega/2\pi=5.0/0.0625=80$ kHz and $T=100\ \mu$s. The radius is $R=0.25$, the area $\pi R^2=0.196$, and $\Phi(T)=0.393=\pi/8$.

At half time $|\alpha|=0.5$ and $\Phi=\pi/16$. Equation (\ref{F}) gives $F=0.593$ for $\bar n=0.05$ and $0.404$ for $\bar n=2$; at $T$ both are one within the model. In this model a 1\% late stop costs $5\times10^{-4}$ and $2.5\times10^{-3}$; the carrier, treated below, adds to this if the stop is sudden. Near closure $|\alpha|\approx\Omega_s\tau/2$ for a timing error $\tau$, while $\dot\Phi\propto1-\cos\delta t$ vanishes, so $1-F\approx4x=(\Omega_s\tau)^2(\bar n+\frac12)$. Temperature returns as a demand on timing.

\subsection{What the model leaves out}

\textit{Higher orders in $\eta$.} Simulating (\ref{full}) with $\varphi=0$ and all terms of this mode gives an infidelity of $1.7\times10^{-4}$ at $\bar n=0.05$ and $8.5\times10^{-4}$ at $\bar n=2$. With only the zeroth and first orders in $\eta$ kept, the infidelity is about $4.5\times10^{-5}$ at both temperatures. The closed gate therefore does depend on temperature, through the higher orders. The next order in $\eta$ multiplies the coupling $n\leftrightarrow n+1$ by $1-\eta^2(n+1)/2$. In the second-order shift, $(n+1)-n$ becomes
\[
(n+1)[1-\eta^2(n+1)]-n[1-\eta^2n]=1-\eta^2(2n+1).
\]
To second order in the drive, the angle $2\Phi=\pi/4$ is then wrong by $\frac\pi4\eta^2(2n+1)$. At $K=1$ the excursion of the loop itself adds about $0.002$ rad, which matters mainly for the lowest $n$. The thermal mean of $(2n+1)^2$ is $8\bar n^2+8\bar n+1=49$ at $\bar n=2$, which gives a loss of about $5\times10^{-4}$, the right order for the simulated rise.

\textit{Carrier.} For sudden switching at $\varphi=\pi/2$ the carrier alone produces the rotation $e^{-i\chi\sum_j\sigma_{xj}}$ with $\chi=(\Omega/\mu)(\cos\mu t-1)$, whose mean is not zero. In this example $\mu/\delta=121$ is an integer, so $\mu T$ is a multiple of $2\pi$ and $\chi(T)=0$: the rotation itself is undone at the end, for $\varphi=0$ as well. A sudden stop at another phase of the drive in general leaves a residual carrier rotation. For $\varphi=0$, a sudden stop 1\% late then gives a total infidelity of $0.009$ at $\bar n=0.05$ and $0.012$ at $\bar n=2$, well above the values from the slow model. In the frame of this rotation $\sigma_y$ becomes $\sigma_y\cos2\chi-\sigma_z\sin2\chi$. Replacing $2\chi$ by its mean $-\varepsilon$, with $\varepsilon=2\Omega/\mu=0.132$, tilts the spin axis to $\sigma_y\cos\varepsilon+\sigma_z\sin\varepsilon$. With this axis in $P$, the overlap of $(1-iP)|gg\rangle/\sqrt2$ with the target is $\frac12(1+\cos^2\varepsilon-i\sin^2\varepsilon)$, so
\[
1-F=\sin^2\varepsilon-\tfrac12\sin^4\varepsilon\approx0.017 .
\]
The simulation at $\bar n=0.05$ gives $0.0171$, and $1.0\times10^{-4}$ with the carrier and all other even orders in $\eta$ removed. For $\varphi=0$, $\chi=(\Omega/\mu)\sin\mu t$ has zero mean and there is no such tilt.

\textit{Stretch mode.} For the ion separation $r$ the potential is $\frac14m_{\rm ion}\nu^2r^2+C/r$. Equilibrium at $r=d$ requires $C/d^3=m_{\rm ion}\nu^2/2$, so the curvature is $\frac12m_{\rm ion}\nu^2+2C/d^3=\frac32m_{\rm ion}\nu^2$. With reduced mass $m_{\rm ion}/2$ the frequency is $\sqrt3\,\nu$, or 2078 kHz. This mode couples to $\sigma_{y1}-\sigma_{y2}$, whose square is $2-2P$. Its phase of $-0.0033$ rad raises the entangling angle by $0.0066$ rad, which taken alone would cost $4\times10^{-5}$. At $\bar n=2$ its unclosed loop costs $7\times10^{-5}$, and its thermal weakening of the laser coupling, again taken alone, $1.5\times10^{-4}$. Errors of the angle add before they are squared, so these costs cannot simply be summed. The terms of (\ref{full}) beyond the slow model lower the angle by $0.012$ rad at $n=0$, and the stretch phase offsets part of this: with both modes included at $\bar n=0.05$ and $\varphi=0$, the infidelity falls from $1.7\times10^{-4}$ to $0.9\times10^{-4}$.

\textit{Heating.} Let quanta enter at rate $r_h$ through equal jump rates for $a$ and $a^\dagger$. With $a=(q+ip)/\sqrt2$ this adds $-\frac{r_h}{2}([q,[q,\rho]]+[p,[p,\rho]])$ to $\dot\rho$. In the displaced frame $q$ acts as $q+s\sqrt2\,{\rm Re}\,\alpha$ from the left and with $s'$ from the right, and likewise $p$ with ${\rm Im}\,\alpha$. In the trace only the squared differences survive, so each coherence decays at the rate $r_h(s-s')^2|\alpha|^2$. The mean of $|\alpha|^2$ over a loop is $\Omega_s^2/2\delta^2=1/8K$ for $m=0$. Hence $x$ in (\ref{F}) is replaced by $r_hT/8K$, and $1-F\approx r_hT/2K$. A rough 10 quanta/s gives $5\times10^{-4}$.

These parameters lie in the regime of optical-qubit ion traps, but heating rates differ widely between traps. With a rough upper-level lifetime of 1 s, the decay probability is at most $2T/(1\ {\rm s})=2\times10^{-4}$. Of the effects sized here, the largest is the carrier tilt, which arises if the beams are switched suddenly with $\varphi$ uncontrolled. Under a ramp slow compared with $1/\mu$, the offset in $\chi$ disappears, because it comes from the drive amplitude at $t=0$; the loop and phase integrals must then be recomputed for the ramp. Laser noise, radial modes and unequal illumination are not included.

\section{Estimate and exact result compared}

The estimate (\ref{estimate}) gave $\delta\approx2.5\,\Omega_s$; the exact condition for $K=1$, $m=0$ is $\delta=2\,\Omega_s$. At $\delta=10$ kHz$\,\times2\pi$ this means a sideband Rabi frequency of 4 kHz against 5 kHz. A gate run at $\delta=2.5\,\Omega_s$ would still close its loop, but would reach a concurrence of $0.844$.

The discrepancy does not come from perturbation theory. The part of $\Phi$ linear in $t$, $\Omega_s^2t/4\delta$, is the second-order shift, and the remainder, $-(\Omega_s^2/4\delta^2)\sin\delta t$, vanishes at closure. The perturbative phase is therefore exact at $T$ for the Hamiltonian (\ref{H}), even at $\Omega_s/\delta=\frac12$. The error lies in asking for a relative phase of one, where a maximally entangled state needs $4\Phi=\pi/2$; setting $2\pi\Omega_s^2/\delta^2=\pi/2$ recovers $\delta=2\Omega_s$. What the estimate cannot show is the excursion in between, which lowers the fidelity at half time and makes the stopping time matter more for warmer ions. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
propagator error, t = 0.37 T: 1.7e-10
propagator error, t = T: 6.6e-10
nested commutator, gate H (W=1): 9.8e-15
nested commutator, with carrier 0.3: 4.70
concurrence at d = 2.5 W, K = 1: 0.8443
wavelength: 729 nm; ion mass: 40 u
mode frequency nu/2pi: 1200 kHz
detuning delta/2pi: 10.0 kHz
tone offset mu/2pi: 1210 kHz
single-ion zero-point length: 10.26 nm
Lamb-Dicke parameter eta: 0.0625
sideband Rabi frequency/2pi: 5.00 kHz
carrier Rabi frequency/2pi: 80.0 kHz
gate time T: 100.0 us
loop radius in alpha: 0.2500
largest displacement, S = 2: 1.000
loop area in alpha plane: 0.19635
phase Phi(T): 0.39270 rad
model fidelity, nbar 0.05, t = 0.50 T: 0.59283
model fidelity, nbar 0.05, t = 1.00 T: 1.00000
model fidelity, nbar 0.05, t = 1.01 T: 0.99946
model fidelity, nbar 2.00, t = 0.50 T: 0.40403
model fidelity, nbar 2.00, t = 1.00 T: 1.00000
model fidelity, nbar 2.00, t = 1.01 T: 0.99754
K = 1: delta/2pi 10.00 kHz, T 100.0 us, radius 0.2500
K = 2: delta/2pi 14.14 kHz, T 141.4 us, radius 0.1768
K = 4: delta/2pi 20.00 kHz, T 200.0 us, radius 0.1250
full-drive infidelity, phase 0, nbar 0.05: 1.70e-04
full-drive infidelity, phase 0, nbar 2.0: 8.49e-04
full-drive infidelity, phase pi/2, nbar 0.05: 1.71e-02
same with carrier removed: 1.01e-04
axis tilt 2 Omega/mu: 0.1322 rad
tilt estimate sin^2: 1.74e-02
stretch mode frequency/2pi: 2078 kHz
stretch Lamb-Dicke parameter: 0.0475
stretch mode phase: -0.00331 rad
stretch phase infidelity: 4.4e-05
stretch residual displacement: 0.00257
stretch displacement infidelity, nbar 2.0: 6.6e-05
stretch coupling-loss infidelity, nbar 2.0: 1.5e-04
heating rate (rough input): 10 quanta/s
heating infidelity: 5.0e-04
upper-level lifetime (rough input): 1 s
decay probability, upper bound: 2.0e-04
\end{verbatim}
